# Closest approach in 60-degree repulsive Coulomb scattering: verification in Python

```python
"""
Result under test: for repulsion V = C/r, a centre-of-mass deflection of
60 degrees has closest approach 1.5*d, where d = C/E is the head-on distance.
C: Coulomb strength; E: centre-of-mass energy; b: impact parameter;
theta: centre-of-mass deflection; r_min: smallest particle separation.
Trajectory tests use d = 1, reduced mass = 1 and incoming speed = 1.
The example is boron on silicon, with screening as a tested correction.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

Z_ION, Z_TARGET = 5, 14
A_ION, A_TARGET = 11.0, 28.0
A_SUM = A_ION + A_TARGET


def lab_collision(b):
    """Integrate both particles in the laboratory, target initially at rest."""
    m1, m2 = A_SUM / A_TARGET, A_SUM / A_ION
    total = m1 + m2
    strength = 0.5
    start = 2.0e4
    speed = np.sqrt(1.0 - 1.0 / np.hypot(start, b))
    rel = np.array([-start, b / speed])
    center = np.array([-start * m1 / total, 0.0])
    v_center = np.array([m1 / total, 0.0])
    v_rel = np.array([speed, 0.0])
    initial = np.concatenate([
        center + m2 / total * rel, center - m1 / total * rel,
        v_center + m2 / total * v_rel, v_center - m1 / total * v_rel])

    def motion(time, state):
        separation = state[:2] - state[2:4]
        force = strength * separation / np.linalg.norm(separation)**3
        return np.concatenate([state[4:], force / m1, -force / m2])

    def closest(time, state):
        return np.dot(state[:2] - state[2:4], state[4:6] - state[6:])

    closest.direction = 1
    run = solve_ivp(motion, (0.0, 2.0 * start), initial, method="DOP853",
                    rtol=1e-12, atol=1e-11, events=closest,
                    max_step=start / 20)
    assert run.success and len(run.y_events[0]) == 1
    near, last = run.y_events[0][0], run.y[:, -1]
    apse = near[:2] - near[2:4]
    r_min = np.linalg.norm(apse)
    v_near = near[4:6] - near[6:]
    v_last = last[4:6] - last[6:]
    change = v_last - v_rel
    misalignment = abs(change[0] * apse[1] - change[1] * apse[0])
    misalignment /= np.linalg.norm(change) * r_min
    return {
        "theta": np.arctan2(v_last[1], v_last[0]),
        "r_min": r_min,
        "kinetic": np.dot(v_near, v_near),
        "misalignment": misalignment,
        "lab_angle": np.arctan2(last[5], last[4]),
        "recoil": m2 * np.dot(last[6:], last[6:]) / m1}


# Compare the general formulas with trajectories at several angles.
for degrees in (30.0, 60.0, 90.0, 120.0):
    angle = np.radians(degrees)
    result = lab_collision(0.5 / np.tan(angle / 2))
    predicted = 0.5 * (1 + 1 / np.sin(angle / 2))
    assert abs(result["theta"] - angle) < 1e-5
    assert abs(result["r_min"] - predicted) < 1e-5
    assert result["misalignment"] < 1e-4
    if degrees == 60.0:
        sixty = result

head_on = lab_collision(0.0)
assert abs(head_on["r_min"] - 1.0) < 1e-5
assert abs(sixty["r_min"] / head_on["r_min"] - 1.5) < 2e-5
assert abs(sixty["kinetic"] - 1 / 3) < 1e-5

theta = np.pi / 3
mass_ratio = A_ION / A_TARGET
lab_angle = np.arctan2(np.sin(theta), np.cos(theta) + mass_ratio)
recoil_fraction = 4 * A_ION * A_TARGET / A_SUM**2 * np.sin(theta / 2)**2
# The finite end distance leaves a potential-energy error below 1e-4.
assert abs(sixty["lab_angle"] - lab_angle) < 1e-4
assert abs(sixty["recoil"] - recoil_fraction) < 1e-4

theta_lab60 = theta + np.arcsin(mass_ratio * np.sin(theta))
ratio_lab60 = 0.5 * (1 + 1 / np.sin(theta_lab60 / 2))
lab60 = lab_collision(0.5 / np.tan(theta_lab60 / 2))
assert abs(lab60["lab_angle"] - np.pi / 3) < 1e-4
assert abs(lab60["r_min"] - ratio_lab60) < 1e-5

# Universal screening function; an infinite screening length gives Coulomb.
WEIGHTS = np.array([0.18175, 0.50986, 0.28022, 0.02817])
RATES = np.array([3.19980, 0.94229, 0.40290, 0.20162])
nodes, node_weights = np.polynomial.legendre.leggauss(500)
nodes, node_weights = (nodes + 1) / 2, node_weights / 2


def screening(x):
    return np.exp(-np.multiply.outer(x, RATES)) @ WEIGHTS


def turning_point(b, length):
    def balance(r):
        return r - screening(r / length) - b * b / r
    return brentq(balance, 1e-6, 10 * (1 + b), xtol=1e-13)


def deflection(b, length):
    u_max = 1 / turning_point(b, length)
    u = u_max * (1 - nodes**2)
    radial = 1 - u * screening(1 / (u * length)) - (b * u)**2
    integral = np.sum(node_weights * 2 * u_max * nodes / np.sqrt(radial))
    return np.pi - 2 * b * integral


b_sixty = np.sqrt(3) / 2
assert abs(deflection(b_sixty, np.inf) - theta) < 1e-7

# Physical scales: lengths in pm, energies in keV.
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
coulomb *= Z_ION * Z_TARGET
bohr_pm = const.physical_constants["Bohr radius"][0] * 1e12
screen_pm = 0.8854 * bohr_pm / (Z_ION**0.23 + Z_TARGET**0.23)
lab_kev = 1000.0
cm_kev = lab_kev * A_TARGET / A_SUM
d_pm = coulomb / cm_kev
b_pm, r_pm = b_sixty * d_pm, 1.5 * d_pm

screened = []
for energy in (1000.0, 100.0, 10.0):
    distance = coulomb / (energy * A_TARGET / A_SUM)
    length = screen_pm / distance
    b_screen = brentq(lambda b: deflection(b, length) - theta, 0.05, 2.0)
    near_head = turning_point(0.0, length)
    near_sixty = turning_point(b_screen, length)
    screened.append((energy, distance * near_head, distance * near_sixty,
                     near_sixty / near_head))

slope = np.dot(WEIGHTS, RATES)
shift = slope * d_pm / screen_pm
predicted_drop = shift / (1 + shift)
head_drop = 1 - screened[0][1] / d_pm
sixty_drop = 1 - screened[0][2] / r_pm
# These tolerances allow for curvature beyond the constant potential shift.
assert abs(head_drop - predicted_drop) < 1e-3
assert abs(sixty_drop - predicted_drop) < 1e-3
assert abs(screened[0][3] - 1.5) < 2e-3
assert screened[2][3] < screened[1][3] < 1.5

rest_kev = A_ION * const.atomic_mass * const.c**2 / const.e / 1000
speed = np.sqrt(2 * lab_kev / rest_kev) * const.c
reduced_mass = A_ION * A_TARGET / A_SUM * const.atomic_mass
wave_pm = const.hbar / (reduced_mass * speed) * 1e12
rydberg_ev = const.physical_constants[
    "Rydberg constant times hc in eV"][0]
k_cost_kev = Z_TARGET**2 * rydberg_ev / 1000
nuclear_pm = 1.2e-3 * (A_ION**(1 / 3) + A_TARGET**(1 / 3))
recoil_kev = recoil_fraction * lab_kev
displacement_ev = 15.0

print(f"Charge numbers, boron and silicon: {Z_ION}, {Z_TARGET}")
print(f"Masses, boron and silicon: {A_ION:.0f}, {A_TARGET:.0f} u")
print(f"Laboratory energy: {lab_kev:.0f} keV")
print(f"Coulomb strength C: {coulomb:.3f} eV nm")
print(f"Centre-of-mass energy: {cm_kev:.2f} keV")
print(f"Head-on distance d: {d_pm:.5f} pm")
print(f"Impact parameter for 60 degrees: {b_pm:.5f} pm")
print(f"Closest approach at 60 degrees: {r_pm:.5f} pm")
print(f"Same closest approach: {r_pm / 1000:.4e} nm")
print(f"Trajectory head-on distance / d: {head_on['r_min']:.6f}")
print(f"Trajectory 60-degree distance / d: {sixty['r_min']:.6f}")
print(f"Trajectory kinetic energy / E at closest: {sixty['kinetic']:.6f}")
print(f"Potential energy at closest: {coulomb / r_pm:.2f} keV")
print(f"Kinetic energy at closest: {cm_kev - coulomb / r_pm:.2f} keV")
print(f"Laboratory angle of boron: {np.degrees(lab_angle):.2f} degrees")
print(f"Silicon recoil energy: {recoil_kev:.2f} keV")
print(f"CM angle for lab 60 degrees: {np.degrees(theta_lab60):.2f} degrees")
print(f"Distance ratio for lab 60 degrees: {ratio_lab60:.4f}")
print(f"Universal screening length: {screen_pm:.3f} pm")
print(f"Initial slope of screening function, magnitude: {slope:.4f}")
print(f"Predicted distance reduction by shift: {100*predicted_drop:.3f} %")
print(f"Computed head-on reduction: {100*head_drop:.3f} %")
print(f"Computed 60-degree reduction: {100*sixty_drop:.3f} %")
for energy, head_pm, sixty_pm, ratio in screened:
    print(f"Screened {energy:.0f} keV: head-on {head_pm:.5f} pm, "
          f"60-degree {sixty_pm:.5f} pm, ratio {ratio:.5f}")
print(f"Hydrogenic silicon K-electron cost: {k_cost_kev:.3f} keV")
print(f"K-electron cost / CM energy: {100*k_cost_kev/cm_kev:.3f} %")
print(f"Lab energy / boron rest energy: {100*lab_kev/rest_kev:.4f} %")
print(f"Reduced relative wavelength: {wave_pm:.5f} pm")
print(f"Reduced wavelength / d: {100*wave_pm/d_pm:.2f} %")
print(f"Rough sum of nuclear radii: {nuclear_pm:.4f} pm")
print(f"Closest approach / sum of nuclear radii: {r_pm/nuclear_pm:.1f}")
print(f"Rough lattice displacement energy: {displacement_ev:.0f} eV")
print(f"Displacement / recoil energy: "
      f"{100*displacement_ev/(1000*recoil_kev):.4f} %")
print("finished without a failed check")
```

Output:

```
Charge numbers, boron and silicon: 5, 14
Masses, boron and silicon: 11, 28 u
Laboratory energy: 1000 keV
Coulomb strength C: 100.798 eV nm
Centre-of-mass energy: 717.95 keV
Head-on distance d: 0.14040 pm
Impact parameter for 60 degrees: 0.12159 pm
Closest approach at 60 degrees: 0.21059 pm
Same closest approach: 2.1059e-04 nm
Trajectory head-on distance / d: 1.000000
Trajectory 60-degree distance / d: 1.500000
Trajectory kinetic energy / E at closest: 0.333333
Potential energy at closest: 478.63 keV
Kinetic energy at closest: 239.32 keV
Laboratory angle of boron: 44.13 degrees
Silicon recoil energy: 202.50 keV
CM angle for lab 60 degrees: 79.89 degrees
Distance ratio for lab 60 degrees: 1.2787
Universal screening length: 14.272 pm
Initial slope of screening function, magnitude: 1.1806
Predicted distance reduction by shift: 1.148 %
Computed head-on reduction: 1.137 %
Computed 60-degree reduction: 1.158 %
Screened 1000 keV: head-on 0.13880 pm, 60-degree 0.20816 pm, ratio 1.49968
Screened 100 keV: head-on 1.26873 pm, 60-degree 1.88918 pm, ratio 1.48903
Screened 10 keV: head-on 8.09393 pm, 60-degree 11.51697 pm, ratio 1.42292
Hydrogenic silicon K-electron cost: 2.667 keV
K-electron cost / CM energy: 0.371 %
Lab energy / boron rest energy: 0.0098 %
Reduced relative wavelength: 0.00192 pm
Reduced wavelength / d: 1.37 %
Rough sum of nuclear radii: 0.0063 pm
Closest approach / sum of nuclear radii: 33.4
Rough lattice displacement energy: 15 eV
Displacement / recoil energy: 0.0074 %
finished without a failed check
```
